\section*{Phonon-Assisted Tunnelling from Deep Levels and Its Distinction from Poole-Frenkel Emission}

\section{Field-enhanced emission from a deep level}

Suppose that the emission rate of a trap rises with electric field and the data are fitted with the Poole-Frenkel law, $\ln[e(F)/e(0)]\propto\sqrt F$. If the centre is neutral once it has released its electron, there is no Coulomb barrier to lower. The fit then assigns a charge to an emptied centre that has none, and its extrapolation to zero field gives a wrong thermal rate. For such a centre the field acts by making the band edge accessible through a triangular barrier, while the lattice supplies the rest of the energy. The resulting law is quadratic in $F$ in the exponent.

\subsection{The rate as a product of lattice and electron factors}

Let $\varepsilon_T$ be the thermal ionization energy, $m$ the band mass, $\beta=1/kT$ and $e>0$ the elementary charge. The released electron has the Hamiltonian $h=p^2/2m+eFx$, with the defect at the origin and energy $E$ measured from the local band edge. Four assumptions define the model: the coupling $V$ to the band acts at the defect and depends on neither field nor lattice coordinates; the released electron is not scattered by the defect; the Stark shift is neglected; and the lattice is harmonic, in equilibrium before emission, and merely displaced by it. The golden rule gives
\begin{equation}
e(F)=\frac{2\pi}{\hbar}|V|^2\int dE\,\rho_F(E)\,W(\varepsilon_T+E),
\label{rate}
\end{equation}
where $\rho_F(E)=\sum_j|\psi_j(0)|^2\delta(E-E_j)$ and
\begin{equation}
W(\Delta)=\sum_{i,f}p_i|\langle f|i\rangle|^2\,\delta(\Delta+E_f-E_i)
\end{equation}
is the probability density for the lattice to supply $\Delta$. Its transform is $\Phi(s)=\int d\Delta\,e^{s\Delta}W(\Delta)$. Inverting along $s=\sigma+it$ and inserting the result in (\ref{rate}) yields
\begin{equation}
e(F)=\frac{|V|^2}{\hbar}\int_{-\infty}^{\infty}\!dt\;e^{-\varepsilon_Ts}\,\Phi(s)\,K_F(s),\qquad
K_F(s)=\int dE\,\rho_F(E)e^{-sE}.
\label{contour}
\end{equation}
Here $s$ is an inverse energy, and $\hbar s$ is an imaginary time.

\subsection{The lattice fixes the time}

Take one mode of phonon energy $\omega$ and Huang-Rhys factor $S=g^2$. Before and after emission its Hamiltonians are $H_b=\omega a^\dagger a$ and $H_f=\omega(a^\dagger-g)(a-g)$, so $\Phi=\langle U\rangle$ with $U=e^{sH_b}e^{-sH_f}$. Since $H_b-H_f=\omega g(a+a^\dagger)-\omega S$,
\begin{equation}
\frac{dU}{ds}=\left[\omega g\left(a^\dagger e^{\omega s}+a\,e^{-\omega s}\right)-\omega S\right]U .
\label{ode}
\end{equation}
Try $U=e^{Aa^\dagger}e^{Ba}e^{C}$. Because $e^{Aa^\dagger}a\,e^{-Aa^\dagger}=a-A$, its derivative is $[A'a^\dagger+B'(a-A)+C']U$. Comparison with (\ref{ode}), with $U(0)=1$, gives
\begin{equation}
A=g(e^{\omega s}-1),\quad B=g(1-e^{-\omega s}),\quad
C'=-\omega S+AB'=-\omega Se^{-\omega s},
\end{equation}
hence $C=S(e^{-\omega s}-1)$. A thermal state is a Gaussian mixture of coherent states with mean occupation $n$, so $\langle e^{Aa^\dagger}e^{Ba}\rangle=e^{nAB}$, and $AB=S(e^{\omega s}+e^{-\omega s}-2)$. Adding independent modes and including the factor $e^{-\varepsilon_Ts}$, we have $e^{-\varepsilon_Ts}\Phi=e^{f}$ with
\begin{equation}
f(s)=\sum_kS_k\left[(n_k+1)(e^{-\omega_ks}-1)+n_k(e^{\omega_ks}-1)\right]-\varepsilon_Ts .
\label{f}
\end{equation}

On the real axis $f''>0$, and $f'$ runs from $-\infty$ to $\infty$. There is therefore one real stationary point $\sigma$, determined by
\begin{equation}
\sum_kS_k\omega_k\left[n_ke^{\omega_k\sigma}-(n_k+1)e^{-\omega_k\sigma}\right]=\varepsilon_T,
\qquad \tau_2\equiv\frac{\hbar\sigma}{2}.
\label{saddle}
\end{equation}
A minimum along the real axis is a maximum of $|e^f|$ along $s=\sigma+it$, so the integral (\ref{contour}) is concentrated at $t=0$ when many phonons take part. For a single sharp frequency, however, $\Phi$ repeats at $t=2\pi/\omega$, which is the time-domain form of a comb of phonon lines. We assume a phonon band wide enough to suppress these revivals.

The value of $\sigma$ depends on the relaxation energy $\Lambda=\sum_kS_k\omega_k$. At $\sigma=\beta$ we have $n_ke^{\omega_k\beta}=n_k+1$ and $(n_k+1)e^{-\omega_k\beta}=n_k$, so the left side of (\ref{saddle}) equals $\Lambda$. As that side increases with $\sigma$,
\begin{equation}
\tau_2\gtrless\frac{\hbar}{2kT}\quad\text{according as}\quad \varepsilon_T\gtrless\Lambda ,
\label{sign}
\end{equation}
with equality for $\varepsilon_T=\Lambda$, whatever the phonon spectrum. For a narrow band, $n=e^{-\beta\omega/2}/[2\sinh(\beta\omega/2)]$ turns the bracket in (\ref{saddle}) into $\sinh[\omega(\sigma-\beta/2)]/\sinh(\beta\omega/2)$, and
\begin{equation}
\sigma=\frac{\beta}{2}+\frac1\omega\operatorname{arsinh}\!\left[\frac{\varepsilon_T}{\Lambda}\sinh\frac{\beta\omega}{2}\right].
\label{closed}
\end{equation}
In the cold limit $\sinh x\simeq e^x/2$ and $\operatorname{arsinh}y\simeq\ln 2y$, so
\begin{equation}
\tau_2\simeq\frac{\hbar}{2kT}+\frac{\hbar}{2\omega}\ln\frac{\varepsilon_T}{\Lambda}.
\label{cold}
\end{equation}
In the opposite limit, where the arguments of both functions in (\ref{closed}) are small, $\sigma\simeq(\beta/2)(1+\varepsilon_T/\Lambda)$.

\subsection{The electron supplies the cube}

To find $K_F(s)=\langle0|e^{-sh}|0\rangle$, start with the $x$ direction in momentum space, where $x=i\hbar\partial_p$. With $b=\hbar eF$, the function $u(p,s)$ that evolves from a point source at $x=0$ obeys
\begin{equation}
\partial_su=-\frac{p^2}{2m}u-ib\,\partial_pu,\qquad u(p,0)=\frac{1}{\sqrt{2\pi\hbar}} .
\end{equation}
Its solution is $u=u(p,0)e^{-G/2m}$ with
\begin{equation}
G=\int_0^s(p-ibs')^2ds'=p^2s-ibps^2-\tfrac13b^2s^3 ,
\end{equation}
because $\partial_sG=(p-ibs)^2=p^2-ib\,\partial_pG$, as the equation requires. Completing the square gives $G=s(p-ibs/2)^2-b^2s^3/12$. The Gaussian integral over $p$ and the two free transverse factors then give
\begin{equation}
K_F(s)=\left(\frac{m}{2\pi\hbar^2s}\right)^{3/2}\exp\!\left(\frac{e^2F^2\hbar^2s^3}{24m}\right).
\label{kernel}
\end{equation}
At leading order for many phonons, $s$ in (\ref{kernel}) is replaced by $\sigma=2\tau_2/\hbar$. The prefactor cancels against its zero-field value, and
\begin{equation}
\boxed{\;\frac{e(F)}{e(0)}=\exp\frac{F^2}{F_c^2},\qquad F_c^2=\frac{3m\hbar}{e^2\tau_2^3}\;}
\label{law}
\end{equation}
It is $F_c^{-2}$, not $F_c$, that is proportional to the cube of the time. A long time makes the emission sensitive to field; a heavy mass makes it less so.

\subsection{Why $\tau_2$ is a tunnelling time}

The same exponent follows from the barrier. Releasing the electron at energy $-\varepsilon$ saves the lattice an energy $\varepsilon$. At leading order $\ln W(\Delta)$ is the stationary value of $\ln\Phi(s)-s\Delta$, whose derivative with respect to $\Delta$ is $-s$; the saving therefore multiplies $W$ by about $e^{\sigma\varepsilon}$. The price is tunnelling through a triangle. With $u$ the distance from the defect, twice the decay integral is
\begin{equation}
\frac{2}{\hbar}\int_0^{\varepsilon/eF}\!\sqrt{2m(\varepsilon-eFu)}\,du=\frac{4\sqrt{2m}\,\varepsilon^{3/2}}{3\hbar eF}.
\label{action}
\end{equation}
Maximizing $\sigma\varepsilon$ minus (\ref{action}) requires $\sigma=2\sqrt{2m\varepsilon}/(\hbar eF)$, or
\begin{equation}
\varepsilon_m=\frac{(eF\tau_2)^2}{2m}.
\label{em}
\end{equation}
At this energy (\ref{action}) equals $\tfrac23\sigma\varepsilon_m$, which leaves the exponent $\tfrac13\sigma\varepsilon_m=F^2/F_c^2$. The one-way traversal time is
\begin{equation}
\int_0^{\varepsilon_m/eF}\frac{du}{\sqrt{2(\varepsilon_m-eFu)/m}}=\frac{\sqrt{2m\varepsilon_m}}{eF}=\tau_2 .
\end{equation}
The leading exponent is largest at the energy where the under-barrier time matches the time set by the lattice. At $F_c$ the barrier term (\ref{action}) is only $\tfrac23$, so this energy is not sharply selected there.

\subsection{Corrections and range of validity}

Write the field exponent as $q(s)=e^2F^2\hbar^2s^3/24m$. Then $q'(\sigma)=\varepsilon_m$, and the field moves the stationary point by $\delta=-\varepsilon_m/f''$. The exponent changes by
\begin{equation}
\varepsilon_m\delta+\tfrac12f''\delta^2=-\frac{\varepsilon_m^2}{2f''},
\label{quartic}
\end{equation}
which is of order $F^4$ and weakens the growth.

Fluctuations about the stationary point alter the $F^2$ term, since at low field the log gain is proportional to $\langle s^3\rangle$. Put $s=\sigma+iy$ and average with weight $s^{-3/2}e^{f}$. The Gaussian part has $\langle y^2\rangle=1/f''$ and $\langle y^4\rangle=3/f''^2$. The first corrections to the weight are $-if'''y^3/6-3iy/2\sigma$, so
\begin{equation}
\langle iy\rangle=\frac{f'''}{2f''^2}+\frac{3}{2\sigma f''} .
\end{equation}
Inserting this in $\langle s^3\rangle\simeq\sigma^3+3\sigma^2\langle iy\rangle-3\sigma\langle y^2\rangle$ gives
\begin{equation}
\frac{\langle s^3\rangle}{\sigma^3}\simeq1+\frac{3f'''}{2\sigma f''^2}+\frac{3}{2\sigma^2f''} .
\label{slope}
\end{equation}
If all $S_k$ and $\varepsilon_T$ are doubled, $\sigma$ is unchanged while $f''$ and $f'''$ double, so the correction halves. The law (\ref{law}) thus needs enough phonons for the integral to be concentrated at the stationary point, small corrections in (\ref{slope}), and a field at which (\ref{quartic}) is small compared with $F^2/F_c^2$. The second condition does not replace the first. In the cold limit $f''$ and $f'''$ tend to constants while $\sigma$ grows, so the corrections in (\ref{slope}) become small even with few phonons, when the expansion behind them is not justified.

\subsection{The Poole-Frenkel case}

Now let the released electron leave behind an attractive charge $Ze$ in a medium of dielectric constant $\kappa$, and let it escape classically over the barrier. We assume thermally activated escape: the rate carries the Boltzmann factor of the barrier height, with a prefactor independent of field. This is a separate assumption, not a consequence of (\ref{rate}). With $C=Ze^2/(4\pi\epsilon_0\kappa)$, the potential along a ray at angle $\theta$ to the force is
\begin{equation}
U(r)=-\frac Cr-eFr\cos\theta .
\end{equation}
For $\cos\theta>0$, $U'=0$ at $r=\sqrt{C/(eF\cos\theta)}$, where $U=-2\sqrt{CeF\cos\theta}$. On the axis the rate is therefore multiplied by $e^\gamma$ with
\begin{equation}
\gamma=\frac{2}{kT}\sqrt{\frac{Ze^3F}{4\pi\epsilon_0\kappa}} .
\label{pf}
\end{equation}
If emission is spread evenly over directions and the backward half is given no lowering, the substitution $\cos\theta=v^2$ yields
\begin{equation}
\frac{e(F)}{e(0)}=\frac12+\int_0^1v\,e^{\gamma v}dv=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
\label{pfav}
\end{equation}
For small $\gamma$ this is $1+\gamma/3$, still linear in $\sqrt F$.

\subsection{A numerical case}

Hartree units are awkward at these scales, so eV, fs and MV/m are used. Take $m=0.1\,m_e$, $\varepsilon_T=0.60$ eV, a phonon band centred at 30 meV with half-width 10 meV, over which $S_k$ is distributed as a semi-ellipse, total $S=6$ and $T=200$ K. These are round model parameters, not those of a material.

Here $\Lambda=6\times0.030=0.18$ eV is below $\varepsilon_T$, so by (\ref{sign}) $\tau_2$ must exceed $\hbar/2kT=19.1$ fs. For a narrow band, $\beta\omega/2=0.030/(2\times0.017235)=0.870$, and (\ref{closed}) gives $\sigma=29.0+63.5=92.5$ eV$^{-1}$, or $\tau_2=30.4$ fs. The actual band gives $\sigma=91.4$ eV$^{-1}$ and $\tau_2=30.1$ fs. Then
\begin{equation}
F_c=\left[\frac{3(9.11\times10^{-32})(1.055\times10^{-34})}{(1.602\times10^{-19})^2(3.009\times10^{-14})^3}\right]^{1/2}\!\frac{\text V}{\text m}
=6.42\ \frac{\text{MV}}{\text m},
\end{equation}
or 64.2 kV/cm. At $F_c$ the leading exponent is largest for an electron 0.0328 eV below the band edge, which leaves the barrier 5.1 nm away. The emitted electrons are spread over a range of energies, and the growth of the density of states with energy puts their mean higher, near $3/2\sigma-\varepsilon_m=-0.016$ eV. As a check, $\sigma\varepsilon_m/3=91.4\times0.0328/3=1.00$.

The table lists $\ln[e(F)/e(0)]$. The column ``full'' integrates (\ref{rate}) with the Airy-function density of states and the complete phonon lineshape. The column ``corrected'' uses (\ref{quartic}) and (\ref{slope}). The last two columns are (\ref{pf}) and the logarithm of (\ref{pfav}) for a different, charged centre with $Z=1$ and $\kappa=10$.

\begin{center}
\begin{tabular}{cccccc}
$F/F_c$ & (\ref{law}) & corrected & full & PF axis & PF averaged\\
0.5 & 0.250 & 0.257 & 0.257 & 2.50 & 1.27\\
1.0 & 1.000 & 1.007 & 1.007 & 3.53 & 2.01\\
1.5 & 2.250 & 2.190 & 2.192 & 4.32 & 2.64\\
2.0 & 4.000 & 3.702 & 3.723 & 4.99 & 3.18
\end{tabular}
\end{center}

At $2F_c$, $\varepsilon_m=0.131$ eV and $f''=0.0197$ eV$^2$. The corrected value is $4\times1.035-0.131^2/(2\times0.0197)\simeq3.70$. The simple law overstates the full logarithm by 0.28, hence the rate by a factor of about 1.3. At $F^2=0.1F_c^2$ the full logarithm exceeds $F^2/F_c^2$ by 3.2\%; doubling $S$ and $\varepsilon_T$ reduces the excess to 1.6\%, the halving expected from (\ref{quartic}) and (\ref{slope}).

The mean energy of the emitted electron moves from $+0.016$ eV at zero field to $-0.100$ eV at $2F_c$, which confirms that emission shifts below the band edge. The leading estimate, $-d\ln K_F/ds=3/2\sigma-\varepsilon_m$ at $s=\sigma$, is $-0.115$ eV there; it omits the field-induced decrease of the stationary point.

\subsection{Telling the two mechanisms apart}

The size of the enhancement does not decide the matter: at $F_c$ the charged centre has the larger one. Within the range of (\ref{law}), the shape separates the two pure cases.

\paragraph{Curvature.} Plot $\ln e$ against $F$; an unknown $e(0)$ only shifts the curve. In steps of $0.5F_c$, the second differences are $+0.43$ and $+0.35$ for tunnelling, but $-0.24$ and $-0.12$ for axial Poole-Frenkel emission and $-0.12$ and $-0.07$ after averaging. The upward curvature of tunnelling weakens because of (\ref{quartic}), so this criterion belongs to the range where the quadratic term dominates.

\paragraph{Power.} If $e(0)$ is known, the local power of $\ln[e(F)/e(0)]$ between $0.5F_c$ and $F_c$ is 1.97 for tunnelling and 0.50 for axial Poole-Frenkel emission. Directional averaging raises the latter to 0.66, so a power somewhat above one half does not exclude a Coulomb barrier.

\paragraph{Temperature.} The slope against $F^2$ is $1/F_c^2\propto\tau_2^3/m$. The slope of $\gamma$ against $\sqrt F$ is proportional to $1/T$ and contains no mass. Cooling from 300 to 100 K lengthens $\tau_2$ from 22.2 to 50.6 fs and lowers $F_c$ from 10.1 to 2.95 MV/m. In the leading law the tunnelling slope grows by $(10.13/2.946)^2\simeq11.8$, while the axial Poole-Frenkel slope grows by 3. Directional averaging strengthens the latter change: at 6.42 MV/m the logarithm of (\ref{pfav}) grows by a factor of 4.2.

Some care is needed in extracting a mass from these data. In the cold limit (\ref{cold}), $F_c^{-2/3}$ is linear in $1/T$ with a slope that contains only the mass and constants. At higher temperatures the slope also depends on $\varepsilon_T/\Lambda$. Between 300 and 100 K, $\tau_2$ changes by 28.4 fs while $\hbar/2kT$ changes by 25.5 fs, a ratio of 1.11. Taking this ratio to be one would give a mass too small by the factor $1.11^{-3}\simeq0.7$.

\paragraph{Lattice coupling.} Raising $S$ to 30 at 200 K makes $\Lambda=0.90$ eV, greater than $\varepsilon_T$. Then $\tau_2$ falls to 16.3 fs, below $\hbar/2kT$, and $F_c$ rises to 16.0 MV/m. If the mass is known, the field dependence thus also shows on which side of $\varepsilon_T$ the relaxation energy lies, unless the two are so close that the correction (\ref{slope}) matters.

An electron can also tunnel out of a charged centre, through a barrier that the Coulomb tail has altered, and (\ref{law}) does not describe that case quantitatively. Equating the two separate exponents, $(F/F_c)^2=\gamma$, gives 14.9 MV/m here. This is a rough crossover scale, at a field where (\ref{law}) already needs correction. The criteria above compare the two pure cases; they do not by themselves settle the assignment of a centre in which both processes matter. Further digits are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Mass ratio 0.10; ionization energy 0.60 eV
Mean phonon energy 30.0 meV; half-width 10.0 meV
Huang-Rhys factor 6.0; relaxation energy 0.180 eV
Temperature 200 K; kT 0.01723 eV
Coulomb comparison: Z 1; dielectric constant 10
Saddle sigma 91.423 1/eV
Thermal time hbar/(2kT) 19.096 fs
Tunnelling time tau2 30.088 fs
Time shift tau2-hbar/(2kT) 10.992 fs
Narrow-band closed-form tau2 30.434 fs
Barrier traversal time by quadrature 30.088 fs
Characteristic field Fc 6.4202 MV/m = 64.202 kV/cm
Optimum tunnelling energy at Fc 0.03281 eV
Barrier exit distance at Fc 5.111 nm
Second derivative f'' 0.019692 eV^2; third f''' 0.0006065 eV^3
Corrected quadratic slope factor 1.03477
Low-field slope excess: example 0.03171; doubled system 0.01592
Mean electron energy: F=0 0.01605 eV; F=2Fc -0.10000 eV
Tunnelling energy from formula at 2Fc 0.13126 eV
Log gains: F/Fc, F in MV/m, simple, corrected, full, PF axis, PF averaged
0.5 3.2101 0.2500 0.2570 0.2569 2.4950 1.2730
1.0 6.4202 1.0000 1.0074 1.0070 3.5284 2.0148
1.5 9.6303 2.2500 2.1898 2.1917 4.3214 2.6351
2.0 12.8404 4.0000 3.7016 3.7228 4.9899 3.1815
Local powers from 0.5Fc to Fc: full tunnelling, PF axis, PF averaged
1.9709 0.5000 0.6624
Second differences of log gain, field step 0.5Fc
Full tunnelling 0.4346 0.3464
PF axis -0.2405 -0.1245
PF averaged -0.1215 -0.0739
Equality of simple tunnelling and axial PF exponents 14.8799 MV/m
Temperature K, hbar/(2kT) fs, tau2 fs, Fc MV/m, PF slope (MV/m)^(-1/2)
100 38.191 50.575 2.9460 2.7851
150 25.461 37.222 4.6658 1.8567
200 19.096 30.088 6.4202 1.3925
300 12.730 22.196 10.1324 0.9284
Strong coupling, S=30: relaxation 0.900 eV; tau2 16.338 fs; Fc 16.0455 MV/m
\end{verbatim}
